# The First-Order Breit Energy of the Hydrogenic 1s² Shell: a numerical check

```python
"""First-order Breit energy of two electrons in the Dirac 1s shell.

Result under test (hartree atomic units, point nucleus of charge Z):
    E_B = (alpha^2 Z^3 / 4) [1 + (10 - 14 ln 2)(Z alpha)^2 + ...],
and the gauge term of the Breit operator contributes exactly zero.
Breit operator = Gaunt term + gauge term, where
    Gaunt = -a1.a2/r12,
    gauge = (1/2)[a1.a2/r12 - (a1.r12)(a2.r12)/r12^3].
a1, a2: Dirac matrices of the electrons; alpha: fine-structure constant;
c = 1/alpha; P, Q: large and small radial functions; energies exclude
the rest energy. Matrix elements are <ab|O|cd>, electron 1 in a and c.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure, physical_constants

alpha = fine_structure
c = 1.0 / alpha
hartree_in_ev = physical_constants["Hartree energy in eV"][0]
mp.mp.dps = 30

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
dirac = np.array([np.kron([[0, 1], [1, 0]], s) for s in sigma])
beta = np.diag([1.0, 1.0, -1.0, -1.0])


def unit_gauss(n):
    """Gauss-Legendre nodes and weights on (0, 1)."""
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (x + 1), 0.5 * w


def make_orbitals(Z):
    """Return (energy, radial function) for the Dirac 1s and 2s orbitals."""
    za = Z * alpha
    gam = np.sqrt(1 - za**2)
    e1 = c**2 * (gam - 1)
    e2 = c**2 * (1 / np.sqrt(1 + (za / (1 + gam))**2) - 1)
    decay2 = np.sqrt(-e2 * (2 + e2 / c**2))
    w = e2 / c + 2 * c
    b0 = (gam - 1) / za
    a1 = (decay2 + w * b0) / (gam + za * decay2 / w)
    b1 = -decay2 * a1 / w
    v, wv = unit_gauss(100)
    r_norm, w_norm = 60 / Z * v**2, 120 / Z * v * wv

    def normalized(raw):
        p, q = raw(r_norm)
        size = np.sqrt(np.sum(w_norm * (p**2 + q**2)))
        return lambda r: tuple(u / size for u in raw(r))

    def raw_1s(r):
        p = (Z * r)**gam * np.exp(-Z * r)
        return p, b0 * p

    def raw_2s(r):
        common = (Z * r)**gam * np.exp(-decay2 * r)
        return common * (1 + a1 * r), common * (b0 + b1 * r)

    return (e1, normalized(raw_1s)), (e2, normalized(raw_2s))


def spinor(state, pos):
    """Four-component orbital at Cartesian points pos of shape (3, n)."""
    (energy, radial), spin = state
    r = np.sqrt(np.sum(pos**2, axis=0))
    p, q = radial(r)
    chi = np.eye(2)[spin]
    turned = sum(np.outer(sigma[k] @ chi, pos[k] / r) for k in range(3))
    upper = np.outer(chi, p)
    return np.concatenate([upper, -1j * q * turned]) / (r * np.sqrt(4 * np.pi))


def density_and_current(a, b, pos):
    left, right = spinor(a, pos).conj(), spinor(b, pos)
    current = np.array([np.sum(left * (m @ right), axis=0) for m in dirac])
    return np.sum(left * right, axis=0), current


def pair_elements(Z, a, b, cc, d):
    """<ab|O|cc d> for O = 1/r12, Gaunt, (a1.r12)(a2.r12)/r12^3.

    Six-dimensional quadrature over outer radius, inner radius, r12 and
    three angles; the volume element removes the singularity at r12 = 0.
    """
    v, wv = unit_gauss(32)
    u, wu = unit_gauss(16)
    s, ws = unit_gauss(14)
    phi = 2 * np.pi * np.arange(4) / 4
    V, U, S, F = [x.ravel() for x in np.meshgrid(v, u, s, phi, indexing="ij")]
    W = np.einsum("i,j,k,l->ijkl", wv, wu, ws, np.full(4, np.pi / 2)).ravel()
    outer = 20 / Z * V**2
    t = U**2
    inner = outer * t
    span = np.log((1 + t) / (1 - t))
    r12 = outer * (1 - t) * np.exp(span * S)
    W = W * (40 / Z * V) * (outer * 2 * U) * (r12 * span) * outer * inner * r12
    cosine = (outer**2 + inner**2 - r12**2) / (2 * outer * inner)
    sine = np.sqrt(np.maximum(0, 1 - cosine**2))
    total = np.zeros(3, complex)
    x, wx = np.polynomial.legendre.leggauss(3)
    for ct, wt in zip(x, wx):
        st = np.sqrt(1 - ct**2)
        for az in 2 * np.pi * np.arange(4) / 4:
            n = np.array([st * np.cos(az), st * np.sin(az), ct])
            e1 = np.array([ct * np.cos(az), ct * np.sin(az), -st])
            e2 = np.cross(n, e1)
            far = np.outer(n, outer)
            near = inner * (np.outer(n, cosine) + np.outer(e1, sine * np.cos(F))
                            + np.outer(e2, sine * np.sin(F)))
            weight = W * wt * np.pi / 2
            for pos1, pos2 in ((far, near), (near, far)):
                rho1, j1 = density_and_current(a, cc, pos1)
                rho2, j2 = density_and_current(b, d, pos2)
                sep = pos1 - pos2
                along = np.sum(j1 * sep, axis=0) * np.sum(j2 * sep, axis=0)
                total += [np.sum(weight * rho1 * rho2 / r12),
                          -np.sum(weight * np.sum(j1 * j2, axis=0) / r12),
                          np.sum(weight * along / r12**3)]
    assert np.max(np.abs(total.imag)) < 1e-8 * np.max(np.abs(total))
    return total.real


def double_radial(Z, dens, kernel):
    """Double radial integral of dens(r1) dens(r2) kernel(r_less, r_greater)."""
    v, wv = unit_gauss(70)
    u, wu = unit_gauss(50)
    R = (25 / Z * v**2)[:, None]
    t = (u**2)[None, :]
    weight = (50 / Z * v * wv)[:, None] * (2 * u * wu)[None, :] * R
    return 2 * np.sum(weight * dens(R) * dens(R * t) * kernel(R * t, R))


def closed_ratio(za):
    """Closed form of E_B / (alpha^2 Z^3 / 4) as a function of Z alpha."""
    b = 2 * mp.sqrt(1 - mp.mpf(za)**2) - 1
    J = (b * (b + 1) * (b + 2) * mp.gamma(b)**2 / 2
         - (2 * b + 1) * (3 * b + 4) * mp.gamma(2 * b) / 2**(2 * b + 1))
    return mp.mpf(32) / 3 * J / mp.gamma(b + 2)**2


def gradient(field, point, h):
    steps = np.eye(3) * h
    return [(field((point + e)[:, None]) - field((point - e)[:, None])) / (2 * h)
            for e in steps]


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


def dipole_kernel(less, greater):
    return less / greater**2


Z = 47
za = Z * alpha
gam = np.sqrt(1 - za**2)
orb1, orb2 = make_orbitals(Z)
up, down, up2 = (orb1, 0), (orb1, 1), (orb2, 0)

# The spinors solve the Dirac equation (finite differences, both orbitals).
point = np.array([0.3, -0.5, 0.4]) / Z
radius = np.linalg.norm(point)
h = 2e-4 / Z
for state in (up, down, up2):
    psi = spinor(state, point[:, None])
    grad = gradient(lambda x: spinor(state, x), point, h)
    h_psi = (-1j * c * sum(m @ g for m, g in zip(dirac, grad))
             + c**2 * (beta - np.eye(4)) @ psi - Z / radius * psi)
    error = np.linalg.norm(h_psi - state[0][0] * psi)
    assert error < 1e-5 * c * Z * np.linalg.norm(psi)

# Shape of the 1s transition currents: 2 g f sigma x r/|r|.
p_here, q_here = orb1[1](radius)
gf = -p_here * q_here / (4 * np.pi * radius**2)
for a in (up, down):
    for b in (up, down):
        current = density_and_current(a, b, point[:, None])[1][:, 0]
        expected = 2 * gf * np.cross(sigma[:, a[1], b[1]], point / radius)
        assert np.linalg.norm(current - expected) < 1e-10 * gf


# Divergence of the current: zero inside the shell, nonzero for 1s-2s.
def divergence(a, b):
    grad = gradient(lambda x: density_and_current(a, b, x)[1], point, h)
    return sum(grad[k][k, 0] for k in range(3))


for a in (up, down):
    for b in (up, down):
        assert abs(divergence(a, b)) < 1e-5 * Z * gf
gap = orb2[0] - orb1[0]
rho_12 = density_and_current(up, up2, point[:, None])[0][0]
assert close(divergence(up, up2), 1j * gap / c * rho_12, 1e-4)

# Two-electron matrix elements from the definition.
direct = pair_elements(Z, up, down, up, down)
exchange = pair_elements(Z, up, down, down, up)


def gauge(elements):
    return -0.5 * elements[1] - 0.5 * elements[2]


gaunt_energy = direct[1] - exchange[1]
gauge_half_1 = -0.5 * gaunt_energy
gauge_half_2 = -0.5 * (direct[2] - exchange[2])
gauge_energy = gauge(direct) - gauge(exchange)
breit_energy = gaunt_energy + gauge_energy
assert abs(gauge(direct)) < 1e-6 * gaunt_energy
assert abs(gauge(exchange)) < 1e-6 * gaunt_energy
assert abs(gauge_half_1) > 0.1 * gaunt_energy

# Angular reduction to one radial integral, and the closed form.
K = double_radial(Z, lambda r: np.prod(orb1[1](r), axis=0), dipole_kernel)
assert close(direct[1], 8 * K / 9, 1e-6)
assert close(exchange[1], -16 * K / 9, 1e-6)
leading = alpha**2 * Z**3 / 4
closed_energy = leading * float(closed_ratio(za))
assert close(breit_energy, closed_energy, 1e-6)
for strength in (0.1, 0.6, 0.8):
    charge = strength / alpha
    radial = make_orbitals(charge)[0][1]
    value = 8 / 3 * double_radial(
        charge, lambda r: np.prod(radial(r), axis=0), dipole_kernel)
    expected = alpha**2 * charge**3 / 4 * float(closed_ratio(strength))
    assert close(value, expected, 1e-7)

# Control: the gauge term is not zero for 1s-2s exchange.
control = gauge(pair_elements(Z, up, up2, up2, up))


def overlap_density(r):
    (p1, q1), (p2, q2) = orb1[1](r), orb2[1](r)
    return p1 * p2 + q1 * q2


distance = double_radial(Z, overlap_density, lambda l, g: g + l**2 / (3 * g))
control_formula = -gap**2 / (2 * c**2) * distance
assert close(control, control_formula, 1e-4)
assert abs(control) > 1e-3 * gaunt_energy

# Leading term, symbolically, by the radial and by the contact integral.
r, s, zs, al = sp.symbols("r s Z alpha", positive=True)
W_r = 2 * al * zs**4 * r**2 * sp.exp(-2 * zs * r)
inner_int = sp.integrate(sp.expand(s * W_r.subs(r, s)), (s, 0, r))
K_lead = 2 * sp.integrate(sp.expand(W_r / r**2 * inner_int), (r, 0, sp.oo))
rho_s = zs**3 / sp.pi * sp.exp(-2 * zs * r)
rho_sq = sp.integrate(4 * sp.pi * r**2 * rho_s**2, (r, 0, sp.oo))
K_coeff = sp.simplify(K_lead / (al**2 * zs**3))
lead_coeff = sp.simplify(sp.Rational(8, 3) * K_coeff)
contact_coeff = sp.simplify(2 * sp.pi * rho_sq / zs**3)
assert lead_coeff == sp.Rational(1, 4)
assert contact_coeff == sp.Rational(1, 4)

# Weak-field limit of the full quadrature, and the next coefficient.
weak = make_orbitals(1)[0]
weak_direct = pair_elements(1, (weak, 0), (weak, 1), (weak, 0), (weak, 1))
weak_exchange = pair_elements(1, (weak, 0), (weak, 1), (weak, 1), (weak, 0))
weak_ratio = (weak_direct[1] - weak_exchange[1]
              + gauge(weak_direct) - gauge(weak_exchange)) / (alpha**2 / 4)
assert close(weak_ratio, 1.0, 1e-4)
assert close(weak_direct[0], 5 / 8, 2e-4)
next_coeff = 10 - 14 * np.log(2)
small = mp.mpf("0.001")
numeric_coeff = float((closed_ratio(small) - 1) / small**2)
assert close(numeric_coeff, next_coeff, 1e-4)

# First-order Coulomb repulsion with the same orbitals.
coulomb = direct[0] - exchange[0]
coulomb_radial = double_radial(
    Z, lambda x: sum(u**2 for u in orb1[1](x)), lambda l, g: 1 / g)
assert close(coulomb, coulomb_radial, 1e-6)

two_terms = leading * (1 + next_coeff * za**2)
print("Heliumlike silver, hydrogenic Dirac 1s^2, point nucleus")
print(f"nuclear charge Z                        {Z}")
print(f"fine-structure constant alpha           {alpha:.9f}")
print(f"Z alpha                                 {za:.6f}")
print(f"gamma = sqrt(1-(Z alpha)^2)             {gam:.6f}")
print(f"radial integral K                       {K:.6f} hartree")
print(f"Gaunt direct element                    {direct[1]:.6f} hartree")
print(f"Gaunt exchange element (before minus)   {exchange[1]:.6f} hartree")
print(f"Gaunt energy, direct minus exchange     {gaunt_energy:.6f} hartree")
print(f"gauge term, a1.a2/r12 half              {gauge_half_1:.6f} hartree")
print(f"gauge term, (a1.r12)(a2.r12) half       {gauge_half_2:.6f} hartree")
print(f"gauge energy, quadrature residue        {gauge_energy:.1e} hartree")
print(f"Breit energy, 6D quadrature             {breit_energy:.6f} hartree")
print(f"Breit energy, closed form               {closed_energy:.6f} hartree")
print(f"Breit energy, converted                 "
      f"{closed_energy * hartree_in_ev:.3f} eV")
print(f"leading term alpha^2 Z^3/4              {leading:.6f} hartree")
print(f"leading plus next order                 {two_terms:.6f} hartree")
print(f"Breit energy / leading term             {closed_energy / leading:.6f}")
print(f"Coulomb repulsion, Dirac orbitals       {coulomb:.5f} hartree")
print(f"Coulomb repulsion, 5Z/8                 {5 * Z / 8:.5f} hartree")
print(f"Breit / Coulomb, Dirac orbitals         {closed_energy / coulomb:.5f}")
print("Control: 1s-2s exchange element of the gauge term, same Z")
print(f"energy gap 2s minus 1s                  {gap:.4f} hartree")
print(f"from spinors, 6D quadrature             {control:.6f} hartree")
print(f"from current divergence                 {control_formula:.6f} hartree")
print("Leading-order coefficients, symbolic (dimensionless)")
print(f"K / (alpha^2 Z^3)                       {K_coeff}")
print(f"E_B / (alpha^2 Z^3), radial integral    {lead_coeff}")
print(f"E_B / (alpha^2 Z^3), contact integral   {contact_coeff}")
print(f"next coefficient 10 - 14 ln 2           {next_coeff:.6f}")
print(f"same, numerically from closed form      {numeric_coeff:.6f}")
print(f"6D quadrature / leading term at Z = 1   {weak_ratio:.6f}")
print("Z alpha   E_B/(alpha^2 Z^3/4)   1+(10-14 ln 2)(Z alpha)^2")
for strength in (0.1, 0.2, 0.4, 0.6):
    print(f"{strength:.1f}       {float(closed_ratio(strength)):.6f}"
          f"              {1 + next_coeff * strength**2:.6f}")
print("all tests passed")
```

Output:

```
Heliumlike silver, hydrogenic Dirac 1s^2, point nucleus
nuclear charge Z                        47
fine-structure constant alpha           0.007297353
Z alpha                                 0.342976
gamma = sqrt(1-(Z alpha)^2)             0.939344
radial integral K                       0.537723 hartree
Gaunt direct element                    0.477976 hartree
Gaunt exchange element (before minus)   -0.955951 hartree
Gaunt energy, direct minus exchange     1.433927 hartree
gauge term, a1.a2/r12 half              -0.716963 hartree
gauge term, (a1.r12)(a2.r12) half       0.716963 hartree
gauge energy, quadrature residue        -7.8e-16 hartree
Breit energy, 6D quadrature             1.433927 hartree
Breit energy, closed form               1.433927 hartree
Breit energy, converted                 39.019 eV
leading term alpha^2 Z^3/4              1.382179 hartree
leading plus next order                 1.430295 hartree
Breit energy / leading term             1.037440
Coulomb repulsion, Dirac orbitals       30.75116 hartree
Coulomb repulsion, 5Z/8                 29.37500 hartree
Breit / Coulomb, Dirac orbitals         0.04663
Control: 1s-2s exchange element of the gauge term, same Z
energy gap 2s minus 1s                  852.0912 hartree
from spinors, 6D quadrature             0.019237 hartree
from current divergence                 0.019237 hartree
Leading-order coefficients, symbolic (dimensionless)
K / (alpha^2 Z^3)                       3/32
E_B / (alpha^2 Z^3), radial integral    1/4
E_B / (alpha^2 Z^3), contact integral   1/4
next coefficient 10 - 14 ln 2           0.295939
same, numerically from closed form      0.295940
6D quadrature / leading term at Z = 1   1.000016
Z alpha   E_B/(alpha^2 Z^3/4)   1+(10-14 ln 2)(Z alpha)^2
0.1       1.002977              1.002959
0.2       1.012124              1.011838
0.4       1.052379              1.047350
0.6       1.137084              1.106538
all tests passed
```
